# Gauss-Mehler Quadrature for Screened Classical Scattering Angles

## Definitions and conventions

Two atoms with nuclear charges $Z_1,Z_2$ and masses $M_1,M_2$ collide. The target is initially at rest and the projectile has laboratory kinetic energy $E$. The collision is treated as classical, nonrelativistic, elastic and binary. In atomic units the interaction is

$$V(r)=\frac{Z_1Z_2}{r}\,\phi(r/a),\qquad \phi(y)=\sum_{k=1}^4c_ke^{-d_ky}.$$

The Ziegler-Biersack-Littmark (ZBL) potential has

- $c=(0.18175,\,0.50986,\,0.28022,\,0.02817)$,
- $d=(3.19980,\,0.94229,\,0.40290,\,0.20162)$,
- $a=(9\pi^2/128)^{1/3}/(Z_1^{0.23}+Z_2^{0.23})$ in bohr.

The $c_k$ sum to one, so $\phi(0)=1$. The centre-of-mass energy and the collision length are

$$E_c=\frac{M_2}{M_1+M_2}E,\qquad D=\frac{Z_1Z_2}{E_c},\qquad \frac{V(r)}{E_c}=\frac{D}{r}\phi(r/a).$$

With energies in eV and lengths in angstrom, $Z_1Z_2$ in $D$ is multiplied by $e^2/(4\pi\varepsilon_0)=14.40$ eV Å; the other formulas for angles are unchanged. The impact parameter is $b>0$, and $\theta$ is the centre-of-mass deflection angle, positive for repulsion.

The $m$-point scheme is

$$\boxed{\theta_m=\pi\left[1-\frac{b}{mr_0}\sum_{i=1}^m g(x_i)\right]},\qquad x_i=\cos\frac{(2i-1)\pi}{4m},$$

$$g(x)=\sqrt{\frac{1-x^2}{F(x)}},\qquad F(x)=1-\frac{V(r_0/x)}{E_c}-\frac{b^2x^2}{r_0^2},$$

where $r_0$ is the turning point. The scheme removes the singularity at $r_0$, but this alone does not make it converge rapidly. Behaviour at infinite separation, $x=0$, matters too: the error falls as $1/m^2$ for a bare Coulomb potential and eventually faster than any power for ZBL.

## The scattering integral

Let $\mu$ be the reduced mass, $v$ the initial relative speed and $\chi$ the polar angle. Angular momentum conservation gives $r^2\dot\chi=vb$. Since $E_c=\mu v^2/2$, energy conservation gives

$$\dot r^2=v^2R(r),\qquad R(r)=1-\frac{V(r)}{E_c}-\frac{b^2}{r^2}.$$

On the outgoing branch $\dot r=v\sqrt R$, so $d\chi/dr=\dot\chi/\dot r=b/(r^2\sqrt R)$. The incoming branch is its mirror image. A free particle sweeps an angle $\pi$, and the deflection is the shortfall:

$$\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{R(r)}}.$$

Because $V>0$ and $V'<0$, $R$ increases strictly from $-\infty$ to 1 and has one root, $r_0$. It can be bracketed safely. At $r=b$, $R=-V(b)/E_c<0$. Since $\phi\le1$, $R\ge1-D/r-b^2/r^2$, and this lower bound vanishes at $r_C=D/2+\sqrt{D^2/4+b^2}$. Hence $b<r_0\le r_C$.

Set $x=r_0/r$, so that $dr/r^2=-dx/r_0$ and $R$ becomes $F(x)$:

$$\theta=\pi-\frac{2b}{r_0}\int_0^1\frac{dx}{\sqrt{F(x)}}.$$

## Absorbing the turning point

At the turning point $F(1)=0$. Differentiation gives

$$F'(1)=\frac{r_0V'(r_0)}{E_c}-\frac{2b^2}{r_0^2}<0.$$

Near $x=1$, $F\approx-F'(1)(1-x)$, so the integrand has an inverse-square-root singularity. Also $1-x^2=(1-x)(1+x)\approx2(1-x)$. The ratio in $g$ is therefore regular, with

$$g(1)^2=\frac{2}{2b^2/r_0^2-r_0V'(r_0)/E_c}.$$

Write $1/\sqrt F=g/\sqrt{1-x^2}$ and put $x=\cos t$. Then $dx=-\sin t\,dt$ cancels the weight:

$$I=\int_0^1\frac{g(x)}{\sqrt{1-x^2}}dx=\int_0^{\pi/2}g(\cos t)\,dt.$$

The midpoint rule with spacing $h=\pi/(2m)$ has nodes $t_i=(2i-1)\pi/(4m)$ and value $M=h\sum_i g(\cos t_i)$. Substituting $M$ for $I$ gives $\theta_m=\pi-(2b/r_0)(\pi/2m)\sum_i g(x_i)$, the boxed formula.

This is half of a $2m$-point Gauss-Mehler (Gauss-Chebyshev) rule on $[-1,1]$, applied to the even extension $g(|x|)$. An even polynomial in $x$ is a sum of terms $\cos2lt$. For $l\ge1$ their integrals over $[0,\pi/2]$ vanish, while

$$\sum_{i=1}^m\cos(2lt_i)=\frac{\sin(l\pi)}{2\sin(l\pi/2m)}=0\qquad(1\le l<2m).$$

At $l=2m$ every term of the sum is $-1$. The rule is thus exact for even polynomials through degree $4m-2$ and first fails at $x^{4m}$.

## Coulomb validation and its slow convergence

For $\phi=1$, put $w=b/r$ and $q=D/(2b)$. Completing the square gives

$$\theta=\pi-2\int_0^{b/r_0}\frac{dw}{\sqrt{1+q^2-(w+q)^2}}
=\pi-2\left[\arcsin\frac{w+q}{\sqrt{1+q^2}}\right]_0^{b/r_0}.$$

The upper limit is the root of the denominator, so the arcsine there is $\pi/2$. At the lower limit it equals $\arctan q$. Hence

$$\theta=2\arctan\frac{D}{2b}.$$

To find the quadrature error, set $\beta=b^2/r_0^2$. The condition $F(1)=0$ gives $D/r_0=1-\beta$, so

$$F=(1-x)(1+\beta x),\qquad g=\sqrt{\frac{1+x}{1+\beta x}},\qquad g'(0)=\frac{1-\beta}{2}=\frac{D}{2r_0}.$$

The nonzero slope at $x=0$ puts a kink in $g(|x|)$. Let $f(t)=g(\cos t)$. Expanding $f$ about the centre $t_i$ of each cell gives a cell integral $hf(t_i)+h^3f''(t_i)/24+O(h^5)$. Summing the cells,

$$I-M=\frac{h^2}{24}\left[f'(\pi/2)-f'(0)\right]+O(h^4).$$

Here $f'(t)=-\sin t\,g'(\cos t)$, so $f'(0)=0$ and $f'(\pi/2)=-D/(2r_0)$. Thus $M-I\approx h^2D/(48r_0)$. Multiplying by $-2b/r_0$ and using $h^2=\pi^2/(4m^2)$,

$$\theta_m-\theta\approx-\frac{\pi^2bD}{96m^2r_0^2}.$$

For $D\approx0.024484$ Å (argon on copper at 500 keV, used unrounded) and $b=0.020$ Å, the closed angle is 1.0985273491 rad; the rounded $D$ would shift it by about $10^{-5}$ rad. At $m=64$ the measured error is $-9.6484\times10^{-6}$ rad and the law gives $-9.6485\times10^{-6}$ rad. The Euler-Maclaurin series contains even powers of $h$, so $(4\theta_{2m}-\theta_m)/3$ removes the leading error. A second extrapolation, $(16B-A)/15$ with $A,B$ two successive first extrapolations, removes the next. Applied to $m=64,128,256$, this reproduces all ten printed decimals of the closed angle.

## Why screening changes the convergence

Define $\gamma_k=d_kr_0/a$. For ZBL,

$$\frac{V(r_0/x)}{E_c}=\frac{D}{r_0}x\sum_kc_ke^{-\gamma_k/x}.$$

This function and all its derivatives vanish as $x\to0^+$, so the kink disappears. Since $F>0$ for $0\le x<1$ and $g$ is regular at $x=1$, $g(|\cos t|)$ is an infinitely smooth function of period $\pi$.

Let $u=t-\pi/2$ and $f(u)=g(|\sin u|)$. The midpoint nodes lie at half-integer multiples of $h$. Poisson summation over one period, halved because $f$ is even, gives

$$M-I=2\sum_{j=1}^\infty(-1)^j\int_0^{\pi/2}f(u)\cos(4mju)\,du.$$

Repeated integration by parts produces no boundary terms for a smooth periodic function. Each Fourier integral, and the whole error, therefore falls faster than any power of $1/m$.

The leading size follows from small $u$. There $|\sin u|\approx|u|$, and expanding the square root in the potential gives

$$f(u)\approx\text{analytic even part}+\frac{D}{2r_0}|u|\sum_kc_ke^{-\gamma_k/|u|}.$$

The analytic part contributes exponentially small terms. For the rest, the substitution $u=\gamma/\tau$ in the standard integral for the modified Bessel function $K_2$ gives

$$\int_0^\infty u\,e^{-\gamma/u-pu}du=\gamma^2\int_0^\infty\tau^{-3}e^{-\tau-\gamma p/\tau}d\tau=\frac{2\gamma}{p}K_2(2\sqrt{\gamma p}).$$

Continue this to $p_j=-4ijm$ and take the real part to obtain the cosine integral. Then

$$M-I\approx\frac{2D}{r_0}\sum_j(-1)^j\sum_kc_k\,\mathrm{Re}\left[\frac{\gamma_k}{p_j}K_2(2\sqrt{\gamma_kp_j})\right],$$

and the factor $-2b/r_0$ yields

$$\theta_m-\theta\approx\frac{4bD}{r_0^2}\sum_{j\ge1}(-1)^{j+1}\sum_kc_k\,\mathrm{Re}\left[\frac{\gamma_k}{p_j}K_2(2\sqrt{\gamma_kp_j})\right].$$

For large argument $K_2(z)\approx\sqrt{\pi/2z}\,e^{-z}$. At $j=1$, $z=4\sqrt{\gamma_km}\,e^{-i\pi/4}$, whose real part is $\sqrt{8\gamma_km}$. Each envelope therefore contains $\exp(-\sqrt{8\gamma_km})$, and the imaginary part of $z$ makes the error change sign. Where this law applies, at sufficiently large $m$, convergence is faster for larger $r_0/a$ and slow when the atoms penetrate far inside the screening length. At small $m$ other contributions can dominate, and the error need not decrease as $r_0/a$ grows.

In the opposite limit, $\gamma_k\to0$ at fixed $m$, $K_2(z)\to2/z^2$ and the bracket tends to $1/(2p_j^2)=-1/(32j^2m^2)$. With $\sum_kc_k=1$ and $\sum_j(-1)^{j+1}/j^2=\pi^2/12$, the Coulomb law is recovered.

The ZBL law is a leading asymptotic estimate, not a bound. It was tested against measured errors, with the discrepancy divided by the envelope (the sum over $k$ of the moduli of the $j=1$ terms). For the 500 eV case below, at $m=12,16,24$, the largest ratio is 0.027. For the 500 keV case, at $m=16,32,64$, it is 0.004.

## Pseudocode

```
function angle(D, b, a, c, d, tol, m_max):
    if b == 0: return pi
    phi(y) = sum_k c[k]*exp(-d[k]*y)
    R(r)   = 1 - D*phi(r/a)/r - (b/r)^2
    upper  = 1.01*(D/2 + sqrt(D^2/4 + b^2))
    r0     = bracketed_root(R, b, upper)
    m = 4; old = none; agreed = 0
    while m <= m_max:
        S = 0
        for i = 1 to m:
            x = cos((2*i - 1)*pi/(4*m))
            S = S + sqrt((1 - x^2)/R(r0/x))
        new = pi*(1 - b*S/(m*r0))
        if old exists and abs(new - old) < tol:
            agreed = agreed + 1
        else: agreed = 0
        if agreed == 2: return new
        old = new; m = 2*m
    report failure to converge
```

The factor 1.01 keeps the upper end strictly above the root, even for a Coulomb potential. Two successive agreements are required because the error oscillates and one small difference can be accidental. This is a practical stopping rule, not a guarantee.

## Cost and stability

One sum costs $4m$ exponentials, $m$ square roots and the node cosines, which can be tabulated. The turning point is found once per collision. Doubling reuses no nodes: the old angles are even multiples of $\pi/(8m)$ and the new ones odd multiples. The total work is still less than twice that of the last sum. Tripling $m$ does reuse the old nodes, because an odd multiple of $\pi/(4m)$ is also an odd multiple of $\pi/(12m)$. For many collisions of one type, a fixed $m$ checked over the required range of $E$ and $b$ avoids the loop.

The delicate operation is the subtraction in $F$ near $x=1$. Suppose an inaccurate root adds a small constant $\delta$ to $F$. Then $g$ changes by $-g\delta/(2F)$. Near the endpoint $1-x_i\approx t_i^2/2$, so $F\approx t_i^2/g(1)^2$, and

$$\delta\theta\approx\frac{\pi b}{mr_0}\frac{g(1)^3\delta}{2}\sum_i\frac{1}{t_i^2}
\approx\frac{\pi b\,g(1)^3}{r_0}\,m\delta.$$

The last step uses $t_i=(2i-1)\pi/(4m)$ and $\sum_i(2i-1)^{-2}\approx\pi^2/8$. Root error is amplified in proportion to $m$, so the root should be solved close to machine precision and $m$ should not be raised without need.

Other failure modes have distinct causes:

- For distant collisions $\theta$ is a small difference between numbers near $\pi$. Absolute accuracy survives, but relative accuracy is lost as $\theta$ approaches rounding error.
- A potential with an attractive well can give several roots, so the bracket no longer identifies the outermost one. If two roots merge at $r_0$, $F'(1)=0$ and $1/\sqrt F$ behaves as $1/(1-x)$: the integral diverges logarithmically, which is physical orbiting.
- If $F\le0$ at a node, the root or the potential is faulty. Clipping $F$ to a positive value would hide the fault.

## Argon on copper at 500 eV

Take $Z_1=18$, $Z_2=29$, $M_1=39.95$ u, $M_2=63.55$ u and $b=0.50$ Å. Then

$$E_c=500\times\frac{63.55}{103.50}=307.0\ \text{eV},\qquad D=\frac{18\times29\times14.40}{307.0}=24.48\ \text{Å}.$$

The screening length is 0.11389 Å and the turning point 0.83231 Å, so $r_0/a=7.308$. The endpoint value is $g(1)=0.813$. Errors are relative to a high-precision evaluation of the radial integral with $x=1-u^2$, which gives 1.4615486771 rad with unrounded constants; the last two digits depend on the set of fundamental constants used, the quadrature errors below do not.

| $m$ | $\theta_m$ (rad) | error (rad) |
|---:|---:|---:|
| 2 | 1.4613448 | $-2.0\times10^{-4}$ |
| 4 | 1.4615093 | $-3.9\times10^{-5}$ |
| 8 | 1.4615495 | $7.8\times10^{-7}$ |
| 16 | 1.4615487 | $-1.5\times10^{-8}$ |

The deflection is 83.74°. At $b=0.1$, 1.0, 1.5 and 2.0 Å, $m=8$ gives errors below $5\times10^{-7}$ rad in magnitude.

Gauss-Legendre quadrature applied directly to $1/\sqrt F$ behaves differently. Its errors are 0.0365 rad with 16 nodes and 0.0185 rad with 32, close to a $1/n$ decrease. With $x=1-u^2$, which removes the same singularity, 32 Legendre nodes leave about $3\times10^{-13}$ rad in exact arithmetic; double-precision rounding shifts this by about $10^{-13}$ rad. The endpoint singularity is thus the cause of the slow decrease. The regularized Legendre rule is also a serious alternative to Gauss-Mehler; these figures do not rank the two at equal node count.

A 500 keV collision at $b=0.020$ Å has $r_0/a=0.2735$. Its ZBL errors at $m=4,8,16,32,64$ are $-1.2\times10^{-4}$, $9.4\times10^{-5}$, $1.5\times10^{-5}$, $7.7\times10^{-7}$ and $-4.1\times10^{-8}$ rad. The first doubling gains little; the next three reduce the error by factors of about 6, 19 and 18. Sixteen nodes do here what four to eight do at 500 eV. The Coulomb error for the same $D$ and $b$ falls by about four at each doubling and is still $-9.6\times10^{-6}$ rad at $m=64$.

For energy transfer, note that the target's centre-of-mass speed is $M_1v/(M_1+M_2)$. Rotation through $\theta$ changes its velocity by $2M_1v\sin(\theta/2)/(M_1+M_2)$, which is its final laboratory speed. Therefore

$$T=\frac{4M_1M_2}{(M_1+M_2)^2}E\sin^2\frac{\theta}{2}=0.9480\times500\times0.4455=211.2\ \text{eV}.$$

Adding the centre-of-mass velocity to that of the projectile gives

$$\tan\psi=\frac{\sin\theta}{\cos\theta+M_1/M_2},$$

with the quadrant fixed by the signs of numerator and denominator; here $\psi=0.932$ rad. Direct integration of Newton's equations for both atoms, started 20 Å apart along the beam, gives $\theta=1.461548677$ rad and confirms $T$ and $\psi$.

## What limits the result in a sputtering target

A few hundred eV is a rough typical ion energy in magnetron sputtering of copper; 500 keV is far outside that regime and serves as a numerical stress case. In a real target the collision is not isolated. With a rough lattice parameter of 3.6 Å, a nearest neighbour lies $3.6/\sqrt2=2.55$ Å away. If it lies directly across the incoming path, so that the line joining the two copper atoms is perpendicular to that path and crosses it, its impact parameter is $2.55-0.50=2.05$ Å. Alone, acting on an undeflected projectile, it would give a centre-of-mass angle of only 0.031 rad, or 0.019 rad in the laboratory. This badly understates its effect, because the first collision turns the projectile towards this neighbour. Integrating Newton's equations for all three atoms, with no force between the copper atoms, gives a closest approach of 1.13 Å to the neighbour and a final laboratory angle of 0.44 rad instead of 0.93 rad. In this geometry a single collision does not describe the outcome, but two binary collisions in sequence nearly do. After the first, the projectile has 289 eV and its outgoing asymptote passes the neighbour at 0.93 Å. The second collision has turning point 1.13 Å and turns the projectile back by 0.48 rad, for a final angle of 0.45 rad, about 0.01 rad from the three-atom value.

The other estimates, at the same $E$ and nominal $b$, are:

- **Potential:** the Kr-C screening function with the Firsov length changes $\theta$ by 0.027 rad.
- **Electronic loss:** the Lindhard-Scharff formula gives 10.7 eV over one mean atomic spacing. Removing all of it before the collision raises $\theta$ by 0.009 rad.
- **Quantum spread:** a packet of width $\sigma$ has angular variance $(\theta'\sigma)^2+1/(2k\sigma)^2$, where $\theta'=d\theta/db$ and $k$ is the relative wave number. Its minimum is $|\theta'|/k$, a spread of 0.038 rad.
- **Thermal motion:** target velocities at 300 K tilt the relative velocity by about 0.004 rad. Thermal displacement matters much more if $b$ is measured from the lattice site: a Debye estimate gives about 0.08 Å rms in one direction, which changes $\theta$ by about 0.2 rad.

These are separate size estimates, not errors to be added. All exceed the $m=4$ quadrature error, $3.9\times10^{-5}$ rad, by at least a factor of 100. For this collision more nodes refine the solution of the model, not the prediction for copper.

## Numbers as computed

```
Ar, Cu masses: 39.95, 63.55 u
laboratory energy: 500 eV
centre-of-mass energy: 307.005 eV
collision length D: 24.4837 angstrom
ZBL screening length: 0.11389 angstrom
impact parameter: 0.50 angstrom
turning point: 0.83231 angstrom; r0/a: 7.308
regular endpoint value g(1): 0.81328
Coulomb test: D=0.024484, b=0.020 angstrom
Coulomb closed angle: 1.0985273491 rad
Coulomb extrapolated: 1.0985273491 rad
Coulomb error, m=64: -9.6484e-06 rad
Coulomb predicted error: -9.6485e-06 rad
500 eV ZBL: m, angle (rad), error (rad)
   2  1.4613447645  -2.039e-04
   4  1.4615093141  -3.936e-05
   8  1.4615494563  7.792e-07
  16  1.4615486617  -1.539e-08
ZBL reference angle: 1.4615486771 rad
hard case: E=500000 eV, r0/a=0.2735
hard-case reference angle: 0.9634070325 rad
hard case: m, ZBL error, Coulomb error (rad)
   4  -1.167e-04  -2.463e-03
   8  9.370e-05  -6.171e-04
  16  1.474e-05  -1.543e-04
  32  7.651e-07  -3.859e-05
  64  -4.148e-08  -9.648e-06
500 eV law mismatch/envelope: 0.0274
500 keV law mismatch/envelope: 0.0042
direct Legendre error, n=16: 3.6455e-02 rad
direct Legendre error, n=32: 1.8510e-02 rad
regularized Legendre, n=32: 1.754e-13 rad
trajectory angle: 1.461548677 rad
main deflection angle: 83.7406 degrees
laboratory angle: 0.93237 rad
recoil energy: 211.161 eV
500 eV: b (angstrom), m=8 angle, error (rad)
  0.1  2.7750939  -6.63e-08
  1.0  0.4773544  4.63e-07
  1.5  0.1267202  -6.75e-08
  2.0  0.0347195  -2.29e-09
Kr-C minus ZBL angle: 0.02712 rad
electronic loss per spacing: 10.734 eV
electronic-loss angle shift: 0.00914 rad
rough Cu lattice parameter: 3.6 angstrom
neighbour deflection: 0.03105 rad
minimum quantum spread: 0.03824 rad
300 K target-motion tilt: 0.00403 rad
```
